# Boltzmann electrons at a point donor: divergence and collapse under mesh refinement: test program

```python
"""Classical Boltzmann electrons around a point donor.

Result under test: in the fixed potential of a point donor the density
n0*exp(l/r) has an infinite integral, so the charge grows without bound when
a cutoff or a mesh is refined. When Poisson's equation is solved together
with the Boltzmann density, the excess stays below one electron but collapses
onto the donor node. Fermi filling or quantum motion removes the divergence.

Symbols: l = e^2/(4 pi eps kT); n0 = density at zero potential; h = mesh
spacing; u = (electron potential energy with reversed sign)/kT; s = donor
charge left unneutralized at its own node, in units of e; g = lattice constant
in u(node) = g*l/h. Lengths in nm, energies in eV, densities in nm^-3.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, ive

pi = np.pi
temperature, eps_r, n0 = 300.0, 11.7, 1e-3
m_t, m_l = 0.19, 0.92
kT = const.k * temperature / const.e
coulomb_vac = const.e / (4 * pi * const.epsilon_0) * 1e9      # eV nm
coulomb = coulomb_vac / eps_r
l = coulomb / kT
debye = 1 / np.sqrt(4 * pi * l * n0)
R = 5.0
print(f"kT = {kT*1e3:.3f} meV at {temperature:.0f} K")
print(f"relative permittivity = {eps_r}, n0 = {n0*1e21:.1e} cm^-3")
print(f"length l = {l:.3f} nm, Debye length = {debye:.3f} nm")

# ---------- fixed potential, continuum with inner cutoff ----------


def outside_cutoff(a, potential):
    """Electrons between radii a and R, by direct quadrature."""
    def shell(r):
        return 4 * pi * n0 * r**2 * np.exp(potential(r))
    middle = min(1.5 * a, R)
    return (quad(shell, a, middle, epsabs=0, epsrel=1e-9, limit=200)[0]
            + quad(shell, middle, R, epsabs=0, epsrel=1e-9, limit=200)[0])


def bare(r):
    return l / r


def screened(r):
    return l * np.exp(-r / debye) / r


for a in (2.0, 1.0, 0.5, 0.25, 0.1):
    number = outside_cutoff(a, bare)
    assert number > 4 * pi * n0 * l**3 / 6 * np.log(R / a)
    print(f"cutoff {a} nm: Boltzmann electrons to {R} nm = {number:.3e}")
x = 0.1 / l
asymptotic = (4 * pi * n0 * 0.1**4 / l * np.exp(1 / x)
              * (1 + 4*x + 20*x**2 + 120*x**3))
assert abs(asymptotic / outside_cutoff(0.1, bare) - 1) < 1e-3
print(f"asymptotic formula at cutoff 0.1 nm = {asymptotic:.3e}")
ratio = outside_cutoff(0.05, screened) / outside_cutoff(0.05, bare)
# The first omitted correction is l*a/(2*debye^2), below one percent here.
assert abs(ratio / np.exp(-l / debye) - 1) < 0.01
print(f"screened/bare charge at cutoff 0.05 nm = {ratio:.4f}")
print(f"exp(-l/Debye length) = {np.exp(-l/debye):.4f}")

# ---------- cubic mesh, one octant by symmetry ----------


def octant_operator(n):
    """Seven-point operator for unit spacing, zero potential at index n."""
    diagonal = np.full(n, 2.0)
    diagonal[0] = 1.0
    off = -np.ones(n - 1)
    K = sp.diags([off, diagonal, off], [-1, 0, 1], format="csr")
    w = np.ones(n)
    w[0] = 0.5
    W = sp.diags(w, format="csr")
    A = (sp.kron(sp.kron(K, W), W) + sp.kron(sp.kron(W, K), W)
         + sp.kron(sp.kron(W, W), K)).tocsr()
    return A, np.kron(np.kron(w, w), w)


def conjugate_gradient(A, extra, b):
    """Solve (A + diag(extra)) x = b with diagonal preconditioning."""
    inverse = 1 / (A.diagonal() + extra)
    solution = np.zeros_like(b)
    residual = b.copy()
    z = inverse * residual
    p = z.copy()
    rz = residual @ z
    target = 1e-20 * rz
    for _ in range(3000):
        if rz <= target:
            return solution
        Ap = A @ p + extra * p
        alpha = rz / (p @ Ap)
        solution += alpha * p
        residual -= alpha * Ap
        z = inverse * residual
        new = residual @ z
        p = z + new / rz * p
        rz = new
    raise RuntimeError("linear solver did not converge")


def lattice_green_at_source(n):
    A, _ = octant_operator(n)
    b = np.zeros(n**3)
    b[0] = 1 / 8
    return conjugate_gradient(A, np.zeros(n**3), b)[0]


G_inf = (quad(lambda t: ive(0, 2*t)**3, 0, 1)[0]
         + quad(lambda y: 2 / y**3 * ive(0, 2/y**2)**3, 0, 1)[0])
g = 4 * pi * G_inf
G16, G32 = lattice_green_at_source(16), lattice_green_at_source(32)
# Grounded walls shift the value by a term inversely proportional to size.
assert abs((2 * G32 - G16) / G_inf - 1) < 1e-3
print(f"lattice constant g = {g:.5f}")
print(f"g from extrapolated mesh solves = {4*pi*(2*G32-G16):.5f}")


def fixed_node_charge(h, length=l):
    return n0 * h**3 * np.exp(g * length / h)


best = minimize_scalar(lambda h: np.log(fixed_node_charge(h)),
                       bounds=(1, 20), method="bounded").x
assert abs(best / (g * l / 3) - 1) < 1e-4
print(f"least fixed-potential node charge: h = {best:.3f} nm, "
      f"{fixed_node_charge(best):.3f} electrons")

half_width = 8.0
spacings = (2.0, 1.0, 0.5, 0.25)
left, far = [], []
print(f"grounded cube half-width = {half_width} nm")
for h in spacings:
    n = round(half_width / h)
    A, w = octant_operator(n)
    A = h * A
    source = np.zeros(n**3)
    source[0] = 4 * pi * l / 8
    factor = 4 * pi * l * n0 * h**3 * w
    u = np.full(n**3, np.log1p(1 / (n0 * h**3)))
    for _ in range(80):
        boltz = np.exp(u)
        force = source - A @ u - factor * (boltz - 1)
        step = conjugate_gradient(A, factor * boltz, force)
        u += step
        if np.max(np.abs(step)) < 1e-8:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    excess = 8 * n0 * h**3 * w * np.expm1(u)
    node_excess = n0 * h**3 * np.expm1(u[0])
    s = 1 - node_excess
    lower, upper = h * u[0] / (g * l), 6 * h * u[0] / (4 * pi * l)
    assert u.min() > -1e-8 and u[0] <= np.log1p(1 / (n0 * h**3))
    assert lower <= s <= upper
    assert excess.sum() < 1 + 1e-7
    left.append(s)
    far.append(kT * 1e3 * u[round(2 / h) * n * n])
    print(f"h = {h} nm: fixed-potential node = "
          f"{fixed_node_charge(h):.3e} electrons")
    print(f"  self-consistent: node excess {node_excess:.4f}, "
          f"box excess {excess.sum():.4f}")
    print(f"  s = {s:.4f}, bounds {lower:.4f} to {upper:.4f}, "
          f"u0 = {u[0]:.3f}")
    print(f"  node density = {n0*np.exp(u[0])*1e21:.3e} cm^-3, "
          f"well at 2 nm = {far[-1]:.2f} meV")
assert np.all(np.diff(left) < 0) and np.all(np.diff(far) < 0)
h = 0.01
limit = 6 * h / (4 * pi * l) * np.log1p(1 / (n0 * h**3))
print(f"upper bound on s at h = {h} nm: {limit:.4f}")

# ---------- Fermi filling in the fixed classical potential ----------
m_dos = (m_t**2 * m_l)**(1 / 3)
thermal = const.h / np.sqrt(2*pi*m_dos*const.m_e*const.k*temperature) * 1e9
Nc = 12 / thermal**3                       # two spins times six valleys


def fermi_half(eta):
    eta = np.atleast_1d(np.asarray(eta, float))[:, None]
    top = np.sqrt(np.maximum(eta, 0) + 40)
    k = np.linspace(0, 1, 4001)[None, :] * top
    values = k**2 * expit(eta - k**2)
    return 4 / np.sqrt(pi) * values.sum(axis=1) * top[:, 0] / 4000


eta0 = brentq(lambda e: fermi_half(e)[0] - n0 / Nc, -20, 5)
nodes, weights = np.polynomial.legendre.leggauss(60)


def fermi_number(a, b):
    span = np.log(b / a)
    r = a * np.exp(span * (nodes + 1) / 2)
    return span / 2 * np.sum(weights * 4*pi * r**3
                             * Nc * fermi_half(eta0 + l / r))


print(f"Nc = {Nc*1e21:.3e} cm^-3, thermal wavelength = {thermal:.3f} nm")
for a in (1.0, 0.1, 0.01, 0.001):
    print(f"cutoff {a} nm: Fermi-Dirac electrons to {R} nm = "
          f"{fermi_number(a, R):.4f}")
predicted = (4*pi*Nc * 4/(3*np.sqrt(pi)) * l**1.5 * 2/3
             * (0.01**1.5 - 0.001**1.5))
# The neglected chemical potential changes the core charge by about 1%.
assert abs(fermi_number(0.001, 0.01) / predicted - 1) < 0.03

# ---------- quantum thermal density at the donor, one electron ----------
hbar2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18    # eV nm^2
bohr = 2 * hbar2_2m / (m_dos * coulomb)
rydberg = coulomb / (2 * bohr)
beta = rydberg / kT
shells = np.arange(1, 3001)
bound = np.sum(np.exp(beta / shells**2) / (pi * shells**3.0))
continuum = quad(lambda k: k / pi * np.exp(-beta * k**2)
                 / -np.expm1(-2 * pi / k), 0, 12)[0]
enhancement = (4 * pi * beta)**1.5 * (bound + continuum)
dr, count = 0.01, 2000
r = dr * np.arange(1, count)
energy, wave = eigh_tridiagonal(2/dr**2 - 2/r, np.full(count-2, -1/dr**2),
                                select="v", select_range=(-5, 40/beta))
slope = wave[0] / np.sqrt(dr) / dr * (1 + dr)
numeric = ((4*pi*beta)**1.5
           * np.sum(np.exp(-beta*energy) * slope**2) / (4*pi))
assert abs(numeric / enhancement - 1) < 0.005
print(f"density mass = {m_dos:.4f} m0, donor Bohr radius = {bohr:.3f} nm")
print(f"isotropic binding = {rydberg*1e3:.2f} meV")
print(f"quantum n(0)/n0 = {enhancement:.2f}, by diagonalization "
      f"{numeric:.2f}")
occupation = n0 * thermal**3 / 12 * np.exp(beta)
print(f"Boltzmann 1s occupation: {occupation:.4f} per spin-valley state, "
      f"{12*occupation:.3f} in all")

# ---------- size of other neglected effects ----------


def ellipsoid_average(c):
    """Angular mean of 1/r for an ellipsoid with axis ratio c < 1."""
    return np.arcsin(np.sqrt(1 - c**2)) / np.sqrt(1 - c**2)


def variational(c, mt, ml):
    kinetic = hbar2_2m * (2 / (3 * mt) + 1 / (3 * ml * c**2))
    attraction = coulomb * ellipsoid_average(c)
    return attraction**2 / (4 * kinetic), 2 * kinetic / attraction


direct = quad(lambda mu: 1 / np.sqrt(1 - mu**2 + 0.36 * mu**2), 0, 1)[0]
assert abs(direct - ellipsoid_average(0.6)) < 1e-9
assert abs(variational(0.9999, m_dos, m_dos)[0] / rydberg - 1) < 1e-3
c = minimize_scalar(lambda q: -variational(q, m_t, m_l)[0],
                    bounds=(0.1, 0.999), method="bounded").x
binding, width = variational(c, m_t, m_l)
contact = thermal**3 * np.exp(binding / kT) / (pi * c * width**3)
contact_iso = thermal**3 * np.exp(beta) / (pi * bohr**3)
print(f"anisotropic variational binding = {binding*1e3:.2f} meV")
print(f"1s part of n(0)/n0: anisotropic {contact:.2f}, "
      f"isotropic {contact_iso:.2f}")
l_hot = l * temperature / 400
print(f"400 K: l = {l_hot:.3f} nm, fixed node at h = 1 nm = "
      f"{fixed_node_charge(1.0, l_hot):.2f} electrons")
print(f"donor field at 1 nm = {coulomb*10:.3f} MV/cm")
print(f"l without dielectric screening = {coulomb_vac/kT:.2f} nm")
print("PASS")
```

Running it gives:

```
kT = 25.852 meV at 300 K
relative permittivity = 11.7, n0 = 1.0e+18 cm^-3
length l = 4.761 nm, Debye length = 4.088 nm
cutoff 2.0 nm: Boltzmann electrons to 5.0 nm = 1.871e+00
cutoff 1.0 nm: Boltzmann electrons to 5.0 nm = 2.639e+00
cutoff 0.5 nm: Boltzmann electrons to 5.0 nm = 6.684e+00
cutoff 0.25 nm: Boltzmann electrons to 5.0 nm = 2.489e+03
cutoff 0.1 nm: Boltzmann electrons to 5.0 nm = 1.368e+14
asymptotic formula at cutoff 0.1 nm = 1.368e+14
screened/bare charge at cutoff 0.05 nm = 0.3143
exp(-l/Debye length) = 0.3121
lattice constant g = 3.17591
g from extrapolated mesh solves = 3.17595
least fixed-potential node charge: h = 5.040 nm, 2.571 electrons
grounded cube half-width = 8.0 nm
h = 2.0 nm: fixed-potential node = 1.536e+01 electrons
  self-consistent: node excess 0.3995, box excess 0.7213
  s = 0.6005, bounds 0.5199 to 0.7884, u0 = 3.931
  node density = 5.094e+19 cm^-3, well at 2 nm = 24.22 meV
h = 1.0 nm: fixed-potential node = 3.684e+03 electrons
  self-consistent: node excess 0.5447, box excess 0.8038
  s = 0.4553, bounds 0.4168 to 0.6320, u0 = 6.302
  node density = 5.457e+20 cm^-3, well at 2 nm = 17.56 meV
h = 0.5 nm: fixed-potential node = 1.697e+09 electrons
  self-consistent: node excess 0.6997, box excess 0.8704
  s = 0.3003, bounds 0.2854 to 0.4328, u0 = 8.630
  node density = 5.599e+21 cm^-3, well at 2 nm = 10.61 meV
h = 0.25 nm: fixed-potential node = 2.879e+21 electrons
  self-consistent: node excess 0.8154, box excess 0.9182
  s = 0.1846, bounds 0.1796 to 0.2724, u0 = 10.863
  node density = 5.219e+22 cm^-3, well at 2 nm = 6.49 meV
upper bound on s at h = 0.01 nm: 0.0208
Nc = 2.744e+19 cm^-3, thermal wavelength = 7.590 nm
cutoff 1.0 nm: Fermi-Dirac electrons to 5.0 nm = 2.3553
cutoff 0.1 nm: Fermi-Dirac electrons to 5.0 nm = 3.1994
cutoff 0.01 nm: Fermi-Dirac electrons to 5.0 nm = 3.2509
cutoff 0.001 nm: Fermi-Dirac electrons to 5.0 nm = 3.2527
density mass = 0.3214 m0, donor Bohr radius = 1.926 nm
isotropic binding = 31.95 meV
quantum n(0)/n0 = 79.91, by diagonalization 79.89
Boltzmann 1s occupation: 0.1254 per spin-valley state, 1.505 in all
anisotropic variational binding = 29.61 meV
1s part of n(0)/n0: anisotropic 52.80, isotropic 67.04
400 K: l = 3.571 nm, fixed node at h = 1 nm = 84.09 electrons
donor field at 1 nm = 1.231 MV/cm
l without dielectric screening = 55.70 nm
PASS
```
